\section*{Born effective charges and infrared absorption in crystals of one element, part 2}

Can an electric field drive the lattice of a crystal made of one element? The belief is that it cannot: equivalent atoms carry equal charges and the cell is neutral, so every Born effective charge vanishes. Take a non-magnetic insulator whose electronic ground state has the full space-group symmetry, with $s$ atoms $\kappa$ of ionic charge $eZ_\kappa$ in a primitive cell of volume $\Omega$. Displacing sublattice $\kappa$ by $\mathbf u_\kappa$ at zero macroscopic field $\boldsymbol{\mathcal E}$ changes the polarization $\mathbf P$ and defines the dimensionless tensor
\begin{equation}
Z^*_{\kappa,\alpha\beta}=\frac{\Omega}{e}\,\frac{\partial P_\alpha}{\partial u_{\kappa\beta}},
\qquad
\delta\mathbf P=\frac{e}{\Omega}\sum_\kappa Z^*_\kappa\,\mathbf u_\kappa ,
\label{def}
\end{equation}
with $e>0$ the elementary charge (SI units). The field-induced force is
\begin{equation}
F_{\kappa\beta}=\Omega\sum_\alpha\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}\,\mathcal E_\alpha=e\sum_\alpha Z^*_{\kappa,\alpha\beta}\,\mathcal E_\alpha .
\label{force}
\end{equation}
Rigid translation gives the acoustic sum rule
\begin{equation}
\sum_\kappa Z^*_\kappa=0 .
\label{asr}
\end{equation}
A space-group operation $g$ with orthogonal part $R$, sending $\kappa$ to $g(\kappa)$, gives
\begin{equation}
Z^*_{g(\kappa)}=R\,Z^*_\kappa\,R^T .
\label{cov}
\end{equation}
For two identical atoms per primitive cell, inversion through their midpoint then makes both tensors zero. In general the number of free parameters is
\begin{equation}
N=\frac1{|G|}\sum_{g}\,[\,n(g)-1\,]\,\chi(g)^2 ,
\label{count}
\end{equation}
where $G$ is the group of operations modulo lattice translations, $n(g)$ counts the sublattices with $g(\kappa)=\kappa$, and $\chi(g)=\mathrm{tr}\,R$.

Trigonal selenium has hexagonal constants $a_0,c_0$, with $\mathbf a_1\parallel x$ and $\mathbf a_3\parallel z$. Atoms $\kappa=0,1,2$ at fractional positions $(u,0,\tfrac13)$, $(0,u,\tfrac23)$, $(-u,-u,0)$ form helices around $z$, at azimuths $\theta_\kappa=2\pi\kappa/3$. The twofold axis through atom 0 has $R=\mathrm{diag}(1,-1,-1)$. Here $N=3$, with parameters $a,b,c$:
\begin{equation}
Z^*_\kappa=\begin{pmatrix}
a\cos2\theta_\kappa & a\sin2\theta_\kappa & -b\sin\theta_\kappa\\
a\sin2\theta_\kappa & -a\cos2\theta_\kappa & b\cos\theta_\kappa\\
-c\sin\theta_\kappa & c\cos\theta_\kappa & 0
\end{pmatrix}.
\label{form}
\end{equation}
The optical modes are $A_1+A_2+2E$; $A_1$, the radial pattern, is infrared inactive. The $A_2$ pattern $\mathbf u_\kappa=\sigma\mathbf t_\kappa$, with amplitude $\sigma$ and $\mathbf t_\kappa=(-\sin\theta_\kappa,\cos\theta_\kappa,0)$, gives
\begin{equation}
\delta\mathbf P=\frac{3ce\sigma}{\Omega}\,\hat{\mathbf z}.
\label{PA2}
\end{equation}

\section{The electronic response}

Symmetry allows $a,b,c$ but does not give them a value. That requires linear response, written here for an orthogonal tight-binding basis $|i\rangle$ attached to the atoms, with the position operator $\mathbf r=\sum_i|i\rangle\mathbf r_i\langle i|$. The electronic dipole is $-e\,\mathrm{Tr}(\rho\,\mathbf r)$, with $\rho$ twice the projector $Q$ on the valence bands because of spin, and its change is $-e[\mathrm{Tr}(\rho\,\delta\mathbf r)+\mathrm{Tr}(\delta\rho\,\mathbf r)]$. The first term is $n_\kappa\mathbf u_\kappa$ per cell, where $n_\kappa$ is the electron population of the site. For the second, $Q^2=Q$ gives $\delta Q=Q\,\delta Q+\delta Q\,Q$; multiplying by $Q$ on both sides gives $Q\,\delta Q\,Q=0$, and by $1-Q$ on both sides gives $(1-Q)\,\delta Q\,(1-Q)=0$. Only valence--conduction elements enter. A zone-centre displacement conserves $\mathbf k$, and first-order perturbation theory gives $|\delta v\rangle=\sum_c|c\rangle\langle c|\delta H|v\rangle/(\varepsilon_v-\varepsilon_c)$, with $\delta Q=\sum_{\mathbf kv}(|\delta v\rangle\langle v|+|v\rangle\langle\delta v|)$.

The valence--conduction elements of $\mathbf r$ are well defined in the infinite crystal through a commutator. With amplitudes $c_je^{i\mathbf k\cdot\mathbf r_j}$ the Bloch Hamiltonian is $H_{ij}(\mathbf k)=\sum t_{ij}\,e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)}$, summed over cells. Since $[H,\mathbf r]_{ij}=t_{ij}(\mathbf r_j-\mathbf r_i)$, the commutator is represented by $-i\partial_{\mathbf k}H$. Between eigenstates $\langle c|[H,\mathbf r]|v\rangle=(\varepsilon_c-\varepsilon_v)\,\mathbf r_{cv}$, so
\begin{equation}
\mathbf r_{cv}=\frac{i\,\langle c|\partial_{\mathbf k}H|v\rangle}{\varepsilon_v-\varepsilon_c}.
\end{equation}
With $N_k$ points in the zone, a factor 2 for spin, a factor $2\,\mathrm{Re}$ from the two terms of $\delta Q$, $r_{vc}=r_{cv}^*$, and the ionic dipole $eZ_\kappa\mathbf u_\kappa$,
\begin{equation}
Z^*_{\kappa,\alpha\beta}=(Z_\kappa-n_\kappa)\,\delta_{\alpha\beta}
-\frac{4}{N_k}\,\mathrm{Re}\sum_{\mathbf k,v,c}
\frac{r^{*}_{\alpha,cv}\,\langle c|\partial H/\partial u_{\kappa\beta}|v\rangle}{\varepsilon_v-\varepsilon_c},
\label{dfpt}
\end{equation}
where $\partial H/\partial u$ acts on the hopping integrals only. In Kohn--Sham density functional perturbation theory with a fixed complete basis the $n_\kappa$ term is absent, and $\partial H/\partial u$ is the self-consistent first-order potential at zero macroscopic field. That potential transforms covariantly, so (\ref{form}) holds unchanged.

The first term of (\ref{dfpt}) is the static charge, zero in selenium because the three populations are equal and add to the ionic total. If the hoppings did not depend on the atomic positions, the second term would vanish and $Z^*_\kappa$ would reduce to the static charge. For equivalent atoms, as in selenium, the belief would then be true: it is the limit in which each neutral atom moves rigidly. In a real bond the hopping depends on length and direction, and the second term can survive where symmetry allows it; in a two-atom crystal with the midpoint inversion its contributions cancel. It carries two energy denominators, so it can grow large as the gap narrows. The hoppings depend only on position differences, so $\sum_\kappa\partial H/\partial u_{\kappa\beta}=0$ and (\ref{dfpt}) obeys the sum rule.

It is tempting to rescue the picture of point charges by saying that the displacement moves charge from one atom to another. For the $A_2$ mode this fails. The twofold axis through atom 0 sends $\mathbf t_0\to-\mathbf t_0$ and $\mathbf t_1=(-\tfrac{\sqrt3}2,-\tfrac12,0)\to(-\tfrac{\sqrt3}2,\tfrac12,0)=-\mathbf t_2$, so it turns $\sigma$ into $-\sigma$ while fixing the atom. Hence $n_0(\sigma)=n_0(-\sigma)$ and $dn_0/d\sigma=0$, and likewise for the other atoms. In this model $\mathbf r$ is diagonal in the basis, so no atom has a dipole of its own, and $[H,\mathbf r]$ has elements only along the hoppings. The polarization (\ref{PA2}) is then the time integral of bond currents, and since no population changes, what enters a site through some bonds leaves it through others. In a real crystal a distortion of the charge cloud on each atom can contribute as well.

\section{Infrared strength and the LO--TO splitting}

Let $\Phi$ be the zone-centre force-constant matrix at zero field and $M$ the atomic mass. By (\ref{force}), $M\ddot{\mathbf u}=-\Phi\mathbf u+eZ^{*T}\boldsymbol{\mathcal E}$, where $Z^*$ is now the $3\times3s$ array. Expand $\mathbf u=\sum_m\xi_m\mathbf e_m$ in orthonormal eigenvectors with $\Phi\mathbf e_m=M\omega_m^2\mathbf e_m$ and set $\mathbf p_m=\sum_\kappa Z^*_\kappa\mathbf e_{m\kappa}$. The sum rule makes $\mathbf p_m=0$ for the translations. At frequency $\omega$, $M(\omega_m^2-\omega^2)\xi_m=e\,\mathbf p_m\cdot\boldsymbol{\mathcal E}$. The lattice polarization is $(e/\Omega)\sum_m\mathbf p_m\xi_m$, and $\mathbf D=\varepsilon_0\varepsilon^\infty\boldsymbol{\mathcal E}+\mathbf P_{\rm lat}$, with $\varepsilon^\infty$ the electronic dielectric tensor, gives
\begin{equation}
\varepsilon_{\alpha\beta}(\omega)=\varepsilon^\infty_{\alpha\beta}+\sum_m\frac{\Delta\varepsilon_{m,\alpha\beta}\,\omega_m^2}{\omega_m^2-\omega^2},
\qquad
\Delta\varepsilon_{m,\alpha\beta}=\frac{e^2}{\varepsilon_0\Omega}\,\frac{p_{m\alpha}p_{m\beta}}{M\omega_m^2}.
\end{equation}
For $A_2$, $\mathbf e_\kappa=\mathbf t_\kappa/\sqrt3$ and $p_z=3c/\sqrt3=\sqrt3\,c$, so $\Delta\varepsilon_{zz}=3c^2e^2/(\varepsilon_0\Omega M\omega_{\rm TO}^2)$.

For a phonon of small wavevector $\mathbf q$ along a principal axis $\alpha$, in the electrostatic limit, $\nabla\times\boldsymbol{\mathcal E}=0$ makes the field parallel to $\mathbf q$ and $\nabla\cdot\mathbf D=0$ makes $D_\alpha=0$. Then $\mathcal E_\alpha=-(e/\Omega)\,\mathbf z\cdot\mathbf u/(\varepsilon_0\varepsilon^\infty_{\alpha\alpha})$, where $\mathbf z$ is row $\alpha$ of $Z^*$. Inserted in the equation of motion, this replaces $\Phi$ by $\Phi+\lambda\mathbf z\mathbf z^T$ with $\lambda=e^2/(\varepsilon_0\Omega\,\varepsilon^\infty_{\alpha\alpha})$. For $\alpha=z$, (\ref{form}) shows $\mathbf z=c\,\mathbf t_\kappa=\sqrt3c\,\mathbf e_{A_2}$, so only $A_2$ moves:
\begin{equation}
\omega_{\rm LO}^2=\omega_{\rm TO}^2+\frac{3c^2e^2}{\varepsilon_0\,\varepsilon^\infty_{zz}\,\Omega M}
=\omega_{\rm TO}^2\left(1+\frac{\Delta\varepsilon_{zz}}{\varepsilon^\infty_{zz}}\right).
\label{lo}
\end{equation}
In general, on the optical subspace $\Phi+\lambda\mathbf z\mathbf z^T=\Phi\,(1+\lambda\Phi^{-1}\mathbf z\mathbf z^T)$. The rank-one matrix has the single nonzero eigenvalue $\lambda\mathbf z^T\Phi^{-1}\mathbf z=\lambda\sum_mp_{m\alpha}^2/(M\omega_m^2)=\sum_m\Delta\varepsilon_{m,\alpha\alpha}/\varepsilon^\infty_{\alpha\alpha}$. The ratio of determinants is the generalized Lyddane--Sachs--Teller relation, $\prod_m\omega_m^2(\mathbf q)/\omega_m^2=\varepsilon_{\alpha\alpha}(0)/\varepsilon^\infty_{\alpha\alpha}$.

\section{A number}

All inputs are chosen and only roughly like selenium: $a_0=4.37$~\AA, $c_0=4.95$~\AA, $u=0.225$, $M=78.97$~u $=1.31133\times10^{-25}$~kg, so that $\Omega=\tfrac{\sqrt3}{2}a_0^2c_0=8.18651\times10^{-29}$~m$^3$. Each atom has three $p$ orbitals and four electrons ($Z_\kappa=4$), which fill six of nine bands. The Slater--Koster hopping along a bond vector $\mathbf d$ is
\begin{equation}
t_{\mu\nu}(\mathbf d)=\left(\frac{d_0}{d}\right)^{4}\left[(V_\sigma-V_\pi)\frac{d_\mu d_\nu}{d^2}+V_\pi\delta_{\mu\nu}\right],
\end{equation}
with $V_\sigma=3.5$~eV $=5.6076\times10^{-19}$~J, $V_\pi=-0.8$~eV $=-1.2817\times10^{-19}$~J and $d_0=2.37$~\AA, kept for the two neighbours in the chain at $2.3713$~\AA\ and the four in other chains at $3.4394$~\AA. The model has no Hartree or exchange-correlation screening and no spin--orbit coupling. It shows existence and form, and its values are not predictions for selenium.

The gap sampled on a $16^3$ mesh of $\mathbf k$ points is $1.140$~eV, an upper bound on the true gap of the model; this mesh misses the conduction minimum at $(\tfrac13,\tfrac13,\tfrac12)$, and meshes of $18^3$ and $24^3$ points, which contain it, give $1.11$~eV, about $0.03$~eV less. Every population is $4$, so the static charges are zero. Equation (\ref{dfpt}), evaluated for each atom with no symmetry imposed, gives
\begin{equation}
a=0.1382,\qquad b=1.1142,\qquad c=0.5463 ,
\end{equation}
in the form (\ref{form}). For atom 1, for instance, $a\cos240^\circ=-0.0691$, $b\cos120^\circ=-0.5571$ and $-c\sin120^\circ=-0.4731$, as computed directly. One element exceeds a full elementary charge, and $b$ is about twice $c$. Both features belong to the chosen $u$: with the same bonds at $u=0.20$ the model gives $a\approx-0.17$, $b\approx0.92$, $c\approx0.29$, so even the sign of $a$ is not fixed. With $3c=1.6388$ and $\sigma=1$~pm, (\ref{PA2}) gives
\begin{equation}
\delta P_z=\frac{1.6388\times1.602177\times10^{-19}\times10^{-12}}{8.18651\times10^{-29}}=3.207\times10^{-3}\ \mathrm{C/m^2},
\end{equation}
while the populations stay fixed to $1.3\times10^{-12}$ per \AA. Moving atom 0 alone along $x$ does change them, by $(0.3334,-0.1667,-0.1667)$ per \AA. Weighting these with the positions $x_\kappa=ua_0(1,-\tfrac12,-\tfrac12)$, $ua_0=0.983$~\AA, gives $-(0.3334+0.1667)\times0.983=-0.49$, which has the wrong sign and size for $a$. The estimate also has no fixed value: choosing the image of atom 1 shifted by $\mathbf a_1$ adds $0.1667\times4.37=0.73$. Populations do not determine the polarization of a crystal.

For the phonons, central springs of $130$, $20$ and $25$~N/m are put on the pairs at $2.3713$, $3.4394$ and $3.7135$~\AA, and $\varepsilon^\infty_{xx}=7$, $\varepsilon^\infty_{zz}=12$ are chosen. The $A_2$ mode lies at $3.0586$~THz, $\omega=1.9218\times10^{13}$~rad/s, $M\omega^2=48.43$~N/m. With $\varepsilon_0=8.854188\times10^{-12}$~F/m, $e^2/(\varepsilon_0\Omega)=35.414$~N/m, and $3c^2=1.6388^2/3=0.8952$, so
\begin{equation}
\Delta\varepsilon_{zz}=\frac{0.8952\times35.414}{48.43}=0.6546,\qquad
1+\frac{0.6546}{12}=1.05455 .
\end{equation}
Equation (\ref{lo}) then gives $\nu_{\rm LO}=3.0586\times\sqrt{1.05455}=3.1409$~THz, a shift of $0.0823$~THz. The $A_1$ mode at $7.0990$~THz has no strength. The $E$ pairs at $4.5125$ and $7.9224$~THz contribute $0.2468$ and $0.1291$ to $\varepsilon_{xx}(0)=7.376$. For $\mathbf q\parallel x$ one member of each pair moves, to $4.5892$ and $7.9963$~THz, and $(4.5892/4.5125)^2(7.9963/7.9224)^2=1.0537$ equals $7.376/7$.

The numerical check below finds the space groups of five structures by direct search and compares the null space of (\ref{asr}) and (\ref{cov}) with (\ref{count}); both give $0$, $0$, $18$, $3$, $0$ for diamond, the two triclinic cells, selenium and hexagonal diamond. It tests (\ref{dfpt}) against finite differences of the Berry-phase polarization, in which the sum of Wannier centres $\sum_j\varphi_j\mathbf a_j/2\pi$ comes from $\varphi_j=-\mathrm{Im}\ln\prod\det\langle u_{\mathbf k}|u_{\mathbf k'}\rangle$ along closed strings of $\mathbf k$ points in the displaced crystal. On identical meshes the two agree to $3.9\times10^{-6}$ for the three displacements of atom 0, and the $A_1$ and $A_2$ patterns are required to agree within $5\times10^{-4}$. The Berry values $c=0.5465$ and $3c=1.6395$ differ in the last digits from the converged sums because the strings are sampled on a coarser transverse mesh. The sum rule holds to $10^{-15}$. The same code applied to two identical atoms in a triclinic cell, with a gap of $1.540$~eV on an $8^3$ mesh, returns $|Z^*|<10^{-15}$. Mode strengths are compared with a direct relaxation under the force (\ref{force}), and (\ref{lo}) with diagonalization.

\section{Where the theorems stop}

The sum rule was derived from localized Wannier functions and does not apply to a metal, where the free carriers need not follow the ions and the static field is screened. At $u=\tfrac13$ the three selenium sites are related by the translation $(-\tfrac13,\tfrac13,\tfrac13)$ and the primitive cell holds one atom; $a$, $b$ and $c$ must then vanish if the gap survives, but if the gap closes on the way the definition (\ref{def}) is lost first. The model above takes the second road: with the same bonds its indirect gap closes between $u=0.28$ and $u=0.29$, and $a$, $b$, $c$ grow on the way, to about $2.3$, $3.3$ and $3.1$ at $u=0.28$. The two-atom theorem fails if the electrons break the inversion spontaneously, as in a charge-ordered state where identical nuclei acquire different charges. Vanishing $Z^*$ forbids only absorption by one zone-centre phonon of the perfect crystal. Two-phonon absorption, which comes from the part of $\mathbf P$ quadratic in the displacements, and absorption induced by impurities remain possible in diamond and silicon.

\section*{Numbers as computed}
\begin{verbatim}
diamond: s=2 |G|=48 N(null)=0 N(char)=0
triclinic s=2: s=2 |G|=2 N(null)=0 N(char)=0
triclinic s=3: s=3 |G|=1 N(null)=18 N(char)=18
trigonal Se: s=3 |G|=6 N(null)=3 N(char)=3
hexagonal diamond: s=4 |G|=24 N(null)=0 N(char)=0
inputs: a=4.37 A, c=4.95 A, u=0.225, M=78.97 u = 1.31133e-25 kg
V_sigma=3.5 eV=5.6076e-19 J, V_pi=-0.8 eV=-1.2817e-19 J, d0=2.37 A, power 4
springs (130.0, 20.0, 25.0) N/m, eps_inf xx=7.0, zz=12.0
e=1.602177e-19 C, eps0=8.854188e-12 F/m
cell volume = 8.18651e-29 m^3; distances [2.3713, 3.4394, 3.7135] A
model gap = 1.140 eV = 1.827e-19 J; populations [4. 4. 4.] electrons
mesh change 12^3 -> 16^3 in Z* = 3.0e-05
DFPT:  a=0.1382 b=1.1142 c=0.5463 (units of e)
Berry: a=0.1382 b=1.1142 c=0.5465; same-mesh gap 3.9e-06
Z*[atom 0] row x:   0.1382   0.0000   0.0000
Z*[atom 0] row y:   0.0000  -0.1382   1.1142
Z*[atom 0] row z:   0.0000   0.5463   0.0000
Z*[atom 1] row x:  -0.0691  -0.1197  -0.9650
Z*[atom 1] row y:  -0.1197   0.0691  -0.5571
Z*[atom 1] row z:  -0.4731  -0.2731   0.0000
Z*[atom 2] row x:  -0.0691   0.1197   0.9650
Z*[atom 2] row y:   0.1197   0.0691  -0.5571
Z*[atom 2] row z:   0.4731  -0.2731   0.0000
max |sum rule| = 9.2e-16
Berry dipole/amplitude: A1 max 7.9e-14 e, A2 z 1.6395 e, 3c=1.6388
A2 polarization for s=1 pm: 3.2073e-03 C/m^2
dn/ds: A2 max 1.3e-12; atom 0 along x [ 0.3334 -0.1667 -0.1667] per A
two-atom triclinic: gap 1.540 eV, max|Z*| = 9.1e-16
e^2/(eps0 Omega) = 35.4139 N/m; M w^2(A2) = 48.431 N/m
TO A1 7.0990 THz, Delta eps max = 7.3e-32
TO A2 3.0586 THz (w=1.9218e+13 rad/s), Delta eps_zz = 0.6546
TO E 4.5125 THz, Delta eps_xx = 0.2468
TO E 7.9224 THz, Delta eps_xx = 0.1291
static eps: xx 7.3760, zz 12.6546
LST ratios: xx 1.05371, zz 1.05455
LO A2 (q||c) = 3.1409 THz, shift 0.0823 THz
optical modes q||x (THz): 3.0586 4.5125 4.5892 7.0990 7.9224 7.9963
\end{verbatim}
